# Why a band inversion need not make a topological insulator: verification in Python

```python
# Result under test: with time reversal T and inversion P, the strong Z2 index nu0 is fixed
# by the parities delta_n of occupied Kramers pairs at the 8 invariant momenta k = pi*n,
# not by orbital character. Indices from parities are compared with Wilson-loop partner
# switching and with zero-mode counts of open slabs.
# Basis tau (orbital) x sigma (spin), T = i sigma_y K, lattice constant 1, energies in eV.
# M(k) = m + sum_i B_i (1 - cos k_i), s_i = sin k_i
# opposite parity (P = tau_z): H = M tz + sum_i A_i s_i tx sig_i + C sin(kx+ky+kz) ty
# equal parity (P = 1): H = M tz + D tx + L ty (sig_x sy sz + sig_y sz sx + sig_z sx sy)
# doubled: two copies (mu) of the opposite-parity model plus g mu_y sig_z
# N = number of invariant momenta where the upper orbital (tz=+1) dominates occupied states
# kappa = (1/2) sum_n (even pairs - odd pairs) mod 4
import itertools
import numpy as np
from scipy.optimize import minimize

rng = np.random.default_rng(1)
pi = np.pi
s = [np.eye(2, dtype=complex), np.array([[0, 1], [1, 0]], complex),
     np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
def G(a, b): return np.kron(s[a], s[b])
def term(f, mat): return np.asarray(f)[..., None, None] * mat
def dag(x): return x.conj().swapaxes(-1, -2)
TU = np.kron(s[0], 1j * s[2])
A, D, L, g = 1.0, 0.3, 1.0, 0.3
TRIM = list(itertools.product((0, 1), repeat=3))

def mass(k, m, B): return m + (np.array(B) * (1 - np.cos(k))).sum(-1)
def odd_model(m, B, Av=(A, A, A), C=0.0):
    def H(k):
        h = term(mass(k, m, B), G(3, 0)) + term(C * np.sin(k.sum(-1)), G(2, 0))
        for i in range(3):
            h = h + term(Av[i] * np.sin(k[..., i]), G(1, i + 1))
        return h
    return H
def even_model(m, B, lam=L):
    def H(k):
        sn = np.sin(k)
        h = term(mass(k, m, B), G(3, 0)) + D * G(1, 0)
        for i in range(3):
            h = h + term(lam * sn[..., (i + 1) % 3] * sn[..., (i + 2) % 3], G(2, i + 1))
        return h
    return H
def doubled_model(m, B):
    H1 = odd_model(m, B)
    def H(k):
        h = H1(k)
        z = np.zeros_like(h)
        return np.block([[h, z], [z, h]]) + g * np.kron(s[2], G(0, 3))
    return H

def grid(n):
    x = 2 * pi * np.arange(n) / n
    return np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
def gaps(H, k):
    e = np.linalg.eigvalsh(H(k))
    n = e.shape[-1] // 2
    return e[..., n] - e[..., n - 1]
def min_gap(H):
    K = grid(16)
    v = gaps(H, K)
    r = minimize(lambda q: float(gaps(H, q)), K[v.argmin()] + 0.05, method="Nelder-Mead")
    return min(v.min(), r.fun)
def occupied(H, k):
    U = np.linalg.eigh(H(k))[1]
    return U[..., :U.shape[-1] // 2]
def pfaffian(a):
    if len(a) == 2:
        return a[0, 1]
    return a[0, 1] * a[2, 3] - a[0, 2] * a[1, 3] + a[0, 3] * a[1, 2]

def centres(H, K):
    U = occupied(H, K)
    links = dag(U) @ np.roll(U, -1, axis=1)
    W = links[:, 0]
    for j in range(1, links.shape[1]):
        W = W @ links[:, j]
    u, _, vh = np.linalg.svd(W)
    return np.sort(np.angle(np.linalg.eigvals(u @ vh)) / (2 * pi) % 1, axis=1)
def plane_z2(H, axis, value):
    K = np.zeros((61, 64, 3))
    K[..., axis] = value
    K[..., (axis + 1) % 3] = 2 * pi * np.arange(64) / 64
    K[..., (axis + 2) % 3] = np.linspace(0, pi, 61)[:, None]
    x = centres(H, K)
    d = np.diff(np.concatenate([x, x[:, :1] + 1], 1), axis=1)
    j = d.argmax(1)
    half = d.max(1) / 2
    z = (x[np.arange(61), j] + half) % 1
    for end in (0, 60):
        y = np.sort((x[end] - z[end]) % 1)
        assert np.abs(y[0::2] - y[1::2]).max() < 1e-6      # Kramers pairs of centres
    count = 0
    for i in range(60):
        move = np.abs((x[i + 1][:, None] - x[i][None, :] + 0.5) % 1 - 0.5).min(1).max()
        assert move < 0.6 * half[i]                         # flow is resolved
        count += int((((x[i + 1] - z[i]) % 1) < ((z[i + 1] - z[i]) % 1)).sum())
    return count % 2, x
def wilson_indices(H):
    z = [(plane_z2(H, i, 0.0)[0], plane_z2(H, i, pi)[0]) for i in range(3)]
    strong = {(a + b) % 2 for a, b in z}
    assert len(strong) == 1
    return (strong.pop(),) + tuple(b for a, b in z)

def slab_levels(H, axis, ka, kb, layers):
    q = 2 * pi * np.arange(8) / 8
    K = np.zeros((8, 3))
    K[:, axis], K[:, (axis + 1) % 3], K[:, (axis + 2) % 3] = q, ka, kb
    h = H(K)
    hop = np.kron(np.eye(layers, k=1), (h * np.exp(-1j * q)[:, None, None]).mean(0))
    return np.abs(np.linalg.eigvalsh(np.kron(np.eye(layers), h.mean(0)) + hop + dag(hop)))

print(f"parameters: A = {A} eV, D = {D} eV, L = {L} eV, g = {g} eV")
for label, P, n_even in (("P=tz", G(3, 0), 2), ("P=1", G(0, 0), 6)):
    ok = [(a, b) for a in range(4) for b in range(4)
          if np.allclose(P @ TU @ G(a, b).conj() @ dag(P @ TU), G(a, b))]
    even = [ab for ab in ok if np.allclose(P @ G(*ab) @ P, G(*ab))]
    assert len(ok) == 6 and len(even) == n_even
    for p, q in itertools.combinations(ok[1:], 2):
        assert np.allclose(G(*p) @ G(*q) + G(*q) @ G(*p), 0)
    nm = lambda t: " ".join("t" + "0xyz"[a] + "s" + "0xyz"[b] for a, b in t)
    print(f"{label}: PT-allowed {nm(ok)} | P-even {nm(even)}")
print("momentum order n =", " ".join("".join(map(str, n)) for n in TRIM))

cases = [("odd", 1.0, (1, 1, 1)), ("odd", -1.0, (1, 1, 1)), ("odd", -1.0, (1, 1, 0.25)),
         ("odd", -1.5, (1.5, 0.5, 0.5)), ("odd", -3.0, (1, 1, 1)),
         ("odd", -1.5, (1.5, 0.25, 0.25)), ("odd", -5.0, (1, 1, 1)),
         ("odd", -7.0, (1, 1, 1)), ("equal", -1.0, (1, 1, 1)), ("doubled", -1.0, (1, 1, 1))]
result = []
for kind, m, B in cases:
    H = {"odd": odd_model, "equal": even_model, "doubled": doubled_model}[kind](m, B)
    rep = np.eye(2 if kind == "doubled" else 1)
    tz, T = np.kron(rep, G(3, 0)), np.kron(rep, TU)
    P = np.eye(4) if kind == "equal" else tz
    k = rng.uniform(0, 2 * pi, 3)
    assert np.allclose(T @ H(k).conj() @ dag(T), H(-k)) and np.allclose(P @ H(k) @ P, H(-k))
    U = occupied(H, k)
    v = dag(U) @ P @ T @ U.conj()
    assert np.allclose(v, -v.T) and np.allclose(v @ dag(v), np.eye(len(v)))
    loop = occupied(H, k + 0.2 * np.array([[0, 0, 0], [1, 0, 0], [1, 1, 0.5], [0, 1, 0]]))
    assert abs(np.angle(np.prod(np.linalg.det(dag(loop) @ np.roll(loop, -1, 0))))) < 1e-9
    delta, weight, excess = {}, {}, 0
    for n in TRIM:
        U = occupied(H, pi * np.array(n, float))
        r = U.shape[1]
        U = U @ np.linalg.qr(rng.normal(size=(r, r)) + 1j * rng.normal(size=(r, r)))[0]
        xi = np.linalg.eigvalsh(dag(U) @ P @ U)
        assert np.allclose(np.abs(xi), 1) and np.allclose(xi[0::2], xi[1::2])
        delta[n] = int(round(np.prod(xi[0::2])))
        excess += int(round(xi[0::2].sum()))
        ratio = pfaffian(dag(U) @ T @ U.conj()) / pfaffian(dag(U) @ P @ T @ U.conj())
        assert abs(ratio - delta[n]) < 1e-9
        weight[n] = (1 + np.trace(dag(U) @ tz @ U).real / r) / 2
    Mn = {n: float(mass(pi * np.array(n, float), m, B)) for n in TRIM}
    N = sum(w > 0.5 for w in weight.values())
    kappa = (excess // 2) % 4
    par = [np.prod(list(delta.values()))]
    par += [np.prod([delta[n] for n in TRIM if n[i]]) for i in range(3)]
    par = tuple(int((1 - p) // 2) for p in par)
    wil = wilson_indices(H)
    assert par == wil and kappa % 2 == wil[0]
    cones = []
    for ax in range(3):
        total = 0
        for a, b in itertools.product((0, 1), repeat=2):
            e = slab_levels(H, ax, pi * a, pi * b, 30)
            zero = int((e < 1e-5).sum())
            assert zero % 4 == 0 and zero == (e < 0.05).sum()
            line = [n for n in TRIM if n[(ax + 1) % 3] == a and n[(ax + 2) % 3] == b]
            switch = int(delta[line[0]] != delta[line[1]])
            assert (zero // 4) % 2 == switch
            if kind == "odd":
                assert zero // 4 == int(Mn[line[0]] * Mn[line[1]] < 0)
                if zero == 0:
                    assert e.min() > min(abs(Mn[n]) for n in line) - 1e-9
            total += zero // 4
        assert total % 2 == wil[0]
        cones.append(total)
    if kind == "odd":
        assert all(delta[n] == -np.sign(Mn[n]) for n in TRIM) and wil[0] == N % 2
        e = np.linalg.eigvalsh(H(k))
        assert np.allclose(np.abs(e), np.sqrt(mass(k, m, B)**2 + A**2 * (np.sin(k)**2).sum()))
    else:
        assert N == 1 and wil == (0, 0, 0, 0)     # looks inverted once, yet all indices zero
    gap = min_gap(H)
    assert gap > 0.5
    result.append(dict(H=H, delta=delta, weight=weight, kappa=kappa, gap=gap, wil=wil))
    print(f"{kind} m={m} B={B} eV: M_n = " + " ".join(f"{Mn[n]:g}" for n in TRIM) + " eV")
    print("  delta " + "".join("+" if delta[n] > 0 else "-" for n in TRIM)
          + f" N={N} gap={gap:.3f} eV parity{par} Wilson{wil} kappa={kappa} cones xyz={cones}")

# extra symmetry-allowed coupling must leave the Wilson-loop indices unchanged
for i in (1, 2):
    assert wilson_indices(odd_model(cases[i][1], cases[i][2], C=0.5)) == result[i]["wil"]

# equal parity: weights, avoided crossing, gapped path to an on-site Hamiltonian, slab gap
eq, one = result[8], (1, 1, 1)
for n in TRIM:
    Mv = mass(pi * np.array(n, float), -1.0, one)
    assert abs(eq["weight"][n] - (1 - Mv / np.hypot(Mv, D)) / 2) < 1e-10
assert abs(eq["gap"] - 2 * D) < 1e-6
print(f"equal: E at Gamma = {gaps(eq['H'], np.zeros(3)) / 2:.4f} eV")
print("equal: upper-orbital weight " + " ".join(f"{eq['weight'][n]:.4f}" for n in TRIM))
print("odd m=-1: upper-orbital weight "
      + " ".join(f"{abs(result[1]['weight'][n]):.4f}" for n in TRIM))
ms = np.linspace(1, -1, 41)
g_odd = np.array([gaps(odd_model(x, one), np.zeros(3)) for x in ms])
g_eq = np.array([gaps(even_model(x, one), np.zeros(3)) for x in ms])
assert np.allclose(g_odd, 2 * np.abs(ms)) and np.allclose(g_eq, 2 * np.hypot(ms, D))
print(f"sweep m=+1..-1 eV, min gap at Gamma: odd {g_odd.min():.3f} eV, equal {g_eq.min():.3f} eV")
path = min(gaps(even_model(-1.0, (t, t, t), t * L), grid(12)).min() for t in np.linspace(1, 0, 9))
assert path > 2 * D - 1e-9
print(f"equal: min gap on path B,L -> 0: {path:.3f} eV")
ks = 2 * pi * np.arange(6) / 6
slab_eq = 2 * min(slab_levels(eq["H"], 2, a, b, 16).min() for a in ks for b in ks)
assert slab_eq > 2 * D - 1e-9
print(f"equal: (001) slab gap, 16 layers: {slab_eq:.3f} eV")
x = plane_z2(eq["H"], 2, 0.0)[1]
swing = np.abs((x + 0.5) % 1 - 0.5)
assert 0.1 < swing.max() < 0.49 and swing[[0, -1]].max() < 1e-6
print(f"equal: largest Wannier-centre excursion in plane kz=0: {swing.max():.3f} a")

# atomic parity patterns, and the model inverted on the whole plane kx = 0
for w2 in TRIM:
    for eta in (1, -1):
        assert (sum(eta * (-1)**int(np.dot(w2, n)) for n in TRIM) // 2) % 4 == 0
assert all(result[5]["delta"][n] == (-1)**n[0] for n in TRIM)
def chains(t): return odd_model(-1.5, (1.5, 0.25 * t, 0.25 * t), (1.5 - 0.5 * t, t, t))
path4 = min(gaps(chains(t), grid(12)).min() for t in np.linspace(1, 0, 9))
flat = gaps(chains(0.0), grid(6))
assert path4 > 0.99 and np.allclose(flat, 3.0)
K = np.zeros((2, 64, 3))
K[..., 0] = 2 * pi * np.arange(64) / 64
K[1, :, 1:] = (0.7, 1.9)
c_end, c_start = centres(chains(0.0), K), centres(chains(1.0), K[:1])
assert np.allclose(c_end, 0.5, atol=1e-8) and np.allclose(c_start, 0.5, atol=1e-8)
print(f"plane N=4: min gap on path to chains {path4:.3f} eV, flat gap {flat.mean():.3f} eV, "
      f"centre x = {c_end.mean():.3f} a")

# doubled model: spectrum, bulk gap, gapped (001) surface, kappa
db = result[9]
k = rng.uniform(0, 2 * pi, 3)
root = np.hypot(mass(k, -1.0, one), A * np.sin(k[2]))
inplane = A**2 * (np.sin(k[:2])**2).sum()
formula = np.sort(np.repeat([np.sqrt(inplane + (root + sg * g)**2) for sg in (1, -1)], 4))
assert np.allclose(np.sort(np.abs(np.linalg.eigvalsh(db["H"](k)))), formula)
slab_db = 2 * min(slab_levels(db["H"], 2, a, b, 16).min() for a in ks for b in ks)
slab_one = 2 * slab_levels(result[1]["H"], 2, 0.0, 0.0, 16).min()
assert abs(slab_db - 2 * g) < 1e-8 and slab_one < 1e-8 and db["kappa"] == 2
assert abs(db["gap"] - 2 * (1 - g)) < 1e-6
print(f"(001) slab gap, 16 layers: single copy {slab_one:.3f} eV, doubled {slab_db:.3f} eV")
print("checks complete")
```

Running it gives:

```
parameters: A = 1.0 eV, D = 0.3 eV, L = 1.0 eV, g = 0.3 eV
P=tz: PT-allowed t0s0 txsx txsy txsz tys0 tzs0 | P-even t0s0 tzs0
P=1: PT-allowed t0s0 txs0 tysx tysy tysz tzs0 | P-even t0s0 txs0 tysx tysy tysz tzs0
momentum order n = 000 001 010 011 100 101 110 111
odd m=1.0 B=(1, 1, 1) eV: M_n = 1 3 3 5 3 5 5 7 eV
  delta -------- N=0 gap=2.000 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[0, 0, 0]
odd m=-1.0 B=(1, 1, 1) eV: M_n = -1 1 1 3 1 3 3 5 eV
  delta +------- N=1 gap=2.000 eV parity(1, 0, 0, 0) Wilson(1, 0, 0, 0) kappa=1 cones xyz=[1, 1, 1]
odd m=-1.0 B=(1, 1, 0.25) eV: M_n = -1 -0.5 1 1.5 1 1.5 3 3.5 eV
  delta ++------ N=2 gap=1.000 eV parity(0, 0, 0, 1) Wilson(0, 0, 0, 1) kappa=2 cones xyz=[2, 2, 0]
odd m=-1.5 B=(1.5, 0.5, 0.5) eV: M_n = -1.5 -0.5 -0.5 0.5 1.5 2.5 2.5 3.5 eV
  delta +++----- N=3 gap=1.000 eV parity(1, 0, 1, 1) Wilson(1, 0, 1, 1) kappa=3 cones xyz=[3, 1, 1]
odd m=-3.0 B=(1, 1, 1) eV: M_n = -3 -1 -1 1 -1 1 1 3 eV
  delta +++-+--- N=4 gap=2.000 eV parity(0, 1, 1, 1) Wilson(0, 1, 1, 1) kappa=0 cones xyz=[2, 2, 2]
odd m=-1.5 B=(1.5, 0.25, 0.25) eV: M_n = -1.5 -1 -1 -0.5 1.5 2 2 2.5 eV
  delta ++++---- N=4 gap=1.000 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[4, 0, 0]
odd m=-5.0 B=(1, 1, 1) eV: M_n = -5 -3 -3 -1 -3 -1 -1 1 eV
  delta +++++++- N=7 gap=2.000 eV parity(1, 1, 1, 1) Wilson(1, 1, 1, 1) kappa=3 cones xyz=[1, 1, 1]
odd m=-7.0 B=(1, 1, 1) eV: M_n = -7 -5 -5 -3 -5 -3 -3 -1 eV
  delta ++++++++ N=8 gap=2.000 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[0, 0, 0]
equal m=-1.0 B=(1, 1, 1) eV: M_n = -1 1 1 3 1 3 3 5 eV
  delta ++++++++ N=1 gap=0.600 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=0 cones xyz=[0, 0, 0]
doubled m=-1.0 B=(1, 1, 1) eV: M_n = -1 1 1 3 1 3 3 5 eV
  delta ++++++++ N=1 gap=1.400 eV parity(0, 0, 0, 0) Wilson(0, 0, 0, 0) kappa=2 cones xyz=[2, 2, 0]
equal: E at Gamma = 1.0440 eV
equal: upper-orbital weight 0.9789 0.0211 0.0211 0.0025 0.0211 0.0025 0.0025 0.0009
odd m=-1: upper-orbital weight 1.0000 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000
sweep m=+1..-1 eV, min gap at Gamma: odd 0.000 eV, equal 0.600 eV
equal: min gap on path B,L -> 0: 0.600 eV
equal: (001) slab gap, 16 layers: 0.600 eV
equal: largest Wannier-centre excursion in plane kz=0: 0.323 a
plane N=4: min gap on path to chains 1.000 eV, flat gap 3.000 eV, centre x = 0.500 a
(001) slab gap, 16 layers: single copy 0.000 eV, doubled 0.600 eV
checks complete
```
